\section*{Fitting Slater and Kanamori Parameters to a Four-Index Interaction Tensor}

\section{How many parameters symmetry allows}

Let $\phi_a$, $a=1,\dots,5$, be real orbitals of a $d$ shell and let $W(\mathbf r,\mathbf r')$ be a static interaction, real and symmetric in its two arguments. Its matrix elements are
\begin{equation}
I_{ab,cd}=(ab|W|cd)=\iint \phi_a(\mathbf r)\phi_b(\mathbf r)\,W(\mathbf r,\mathbf r')\,\phi_c(\mathbf r')\phi_d(\mathbf r')\,d\mathbf r\,d\mathbf r' .
\label{eq:I}
\end{equation}
The labels before the bar belong to $\mathbf r$. In the index order of a two-body operator, with the two creation labels first, $U_{m_1m_2m_3m_4}=(m_1m_3|W|m_2m_4)$. Real orbitals and symmetric $W$ give
\begin{equation}
I_{ab,cd}=I_{ba,cd}=I_{ab,dc}=I_{cd,ab}.
\label{eq:sym}
\end{equation}
Thus $I$ is a symmetric $25\times25$ matrix on orbital pairs, and it acts within the 15-dimensional space of pairs symmetric under $a\leftrightarrow b$.

A rotation mixes the labels by the $\ell=2$ matrix $D$, and hence the pairs by $K=D\otimes D$. To find which angular momenta $k$ the symmetric pairs contain, count unordered pairs $\{m_1,m_2\}$ by $m_1+m_2$. The sums $4,3,2,1,0$ occur $1,1,2,2,3$ times. A multiplet starts at 4, another at 2 and another at 0, so $k=4,2,0$ occur once each, with dimensions $9+5+1=15$.

If the tensor is rotationally invariant, $I$ commutes with every $K$, and each eigenspace of $I$ is mapped into itself by rotations. As no $k$ is repeated, an eigenspace must consist of whole channels. With $\Pi_k$ the projector on channel $k$,
\begin{equation}
I=c_0\Pi_0+c_2\Pi_2+c_4\Pi_4 .
\label{eq:schur}
\end{equation}
A spherical tensor has three parameters, each an energy. Without the symmetry $a\leftrightarrow b$, the channels $k=1,3$ would also enter and three parameters would not suffice.

\section{Angular coefficients}

The Slater integrals are a scaling of the $c_k$. Suppose $\phi_a=R(r)d_a(\Omega)$ with one radial function, and let $W$ depend on $r$, $r'$ and the angle $\gamma$ between the positions. The real harmonics are
\begin{equation}
\begin{aligned}
(d_{xy},d_{yz},d_{xz})&=\sqrt{\tfrac{15}{4\pi}}\,(xy,yz,xz),\\
d_{z^2}&=\sqrt{\tfrac{5}{16\pi}}\,(3z^2-1),\qquad
d_{x^2-y^2}=\sqrt{\tfrac{15}{16\pi}}\,(x^2-y^2),
\end{aligned}
\end{equation}
on the unit sphere. Expanding $W=\sum_k w_k(r,r')P_k(\cos\gamma)$ and separating the integrals gives $I=\sum_kF^kA^k$, where
\begin{align}
F^k&=\iint r^2r'^2R(r)^2R(r')^2\,w_k(r,r')\,dr\,dr',\label{eq:F}\\
A^k_{ab,cd}&=\iint d_ad_b(\Omega)\,P_k(\cos\gamma)\,d_cd_d(\Omega')\,d\Omega\,d\Omega'. \label{eq:A}
\end{align}
For the bare Coulomb interaction in atomic units, $w_k=r_<^k/r_>^{k+1}$. A product of two $d$ harmonics contains $k=0,2,4$, so no other $A^k$ survives.

The addition theorem with real harmonics, $P_k(\cos\gamma)=\frac{4\pi}{2k+1}\sum_qY_{kq}(\Omega)Y_{kq}(\Omega')$, turns \eqref{eq:A} into
\begin{equation}
A^k_{ab,cd}=\frac{4\pi}{2k+1}\sum_q g^{kq}_{ab}g^{kq}_{cd},\qquad g^{kq}_{ab}=\int d_ad_bY_{kq}\,d\Omega .
\label{eq:g}
\end{equation}
The vectors $g^{kq}$ transform as angular momentum $k$ and lie in channel $k$. Since $A^k$ is invariant, \eqref{eq:schur} reduces to $A^k=\lambda_k\Pi_k$.

The trace fixes $\lambda_k$. Using $\sum_ad_a(\Omega)d_a(\Omega')=\frac{5}{4\pi}P_2(\cos\gamma)$,
\begin{equation}
(2k+1)\lambda_k=\sum_{ab}A^k_{ab,ab}
=\Big(\frac{5}{4\pi}\Big)^2(4\pi)(2\pi)\int_{-1}^1P_2^2P_k\,dx
=\frac{25}{2}\int_{-1}^1P_2^2P_k\,dx .
\end{equation}
Here $4\pi$ comes from the free direction $\Omega$ and $2\pi$ from the azimuth of $\Omega'$ about it. With $x^2=(2P_2+1)/3$ and $x^4=(8P_4+20P_2+7)/35$,
\begin{equation}
P_2^2=\tfrac14(9x^4-6x^2+1)=\tfrac15P_0+\tfrac27P_2+\tfrac{18}{35}P_4 .
\end{equation}
Because $\int P_k^2dx=2/(2k+1)$, the three integrals are $2/5$, $4/35$ and $4/35$. The traces are $5$, $10/7$ and $10/7$, and
\begin{equation}
\lambda_0=5,\qquad \lambda_2=\tfrac27,\qquad \lambda_4=\tfrac{10}{63}.
\label{eq:lambda}
\end{equation}

\section{Projection and its error}

For a computed tensor that need not be spherical, minimize $\|I-\sum_kF^kA^k\|^2$, where $\langle X,Y\rangle=\sum_{abcd}X_{ab,cd}Y_{ab,cd}$ and $\|X\|^2=\langle X,X\rangle$. Different projectors are orthogonal, hence
\begin{equation}
\langle A^k,A^l\rangle=\lambda_k\lambda_l\,\mathrm{Tr}\,\Pi_k\Pi_l=\delta_{kl}N_k,\qquad N_k=(2k+1)\lambda_k^2,
\end{equation}
with $N_0=25$, $N_2=20/49$, $N_4=100/441$. Setting the derivative with respect to $F^k$ to zero gives $-2\langle A^k,I\rangle+2N_kF^k=0$, so
\begin{equation}
\boxed{F^k=\frac{\langle A^k,I\rangle}{(2k+1)\lambda_k^2}=\frac{\mathrm{Tr}(\Pi_kI)}{(2k+1)\lambda_k}.}
\label{eq:fit}
\end{equation}
This is the mean interaction in channel $k$, divided by $\lambda_k$. No linear system has to be solved.

The fit is also the rotational average. Let $\bar I=\int KIK^{T}dK$ with normalized weight over rotations. It is invariant and keeps \eqref{eq:sym}, so $\bar I=\sum_k\bar F^kA^k$. Since $K^TA^kK=A^k$, one has $\langle A^k,\bar I\rangle=\langle A^k,I\rangle$, and therefore $\bar F^k=F^k$. The residual
\begin{equation}
R=I-\sum_kF^kA^k
\end{equation}
is the entire non-spherical part of the tensor. It is orthogonal to every $A^k$, which gives
\begin{equation}
\|I\|^2=\sum_kN_k(F^k)^2+\|R\|^2 .
\label{eq:pyth}
\end{equation}
Because $N_0=25$ while $N_2\approx0.41$ and $N_4\approx0.23$, the term with $F^0$ dominates $\|I\|$ whenever $F^0$ is comparable to or larger than $F^2$, $F^4$ and $\|R\|$. The ratio $\|R\|/\|I\|$ would then hide a poor description of the anisotropy. A more telling measure is
\begin{equation}
\eta=\frac{\|R\|}{\|I-F^0A^0\|},\qquad
\eta^2=\frac{\|R\|^2}{N_2(F^2)^2+N_4(F^4)^2+\|R\|^2}.
\label{eq:eta}
\end{equation}
It runs from 0 for a spherical tensor to 1 when $F^2=F^4=0$ but $R\ne0$; it is undefined if the tensor is $F^0A^0$ alone.

Errors $\delta I$ in the input propagate differently. By the Cauchy--Schwarz inequality,
\begin{equation}
|\delta F^k|=\frac{|\langle A^k,\delta I\rangle|}{N_k}\le\frac{\|\delta I\|}{\sqrt{N_k}},\qquad
\frac1{\sqrt{N_k}}=0.20,\;1.57,\;2.10 .
\end{equation}
An input error of norm $0.1$~eV changes $F^0$ by at most $0.02$~eV, but may change $F^4$ by $0.21$~eV. These bounds concern numerical error. The residual $R$ is a model error, and refining the quadrature does not remove it.

In practice, the integrand of \eqref{eq:A} has degree at most 8 in each direction. A product grid with at least five Gauss--Legendre nodes in $\cos\theta$ and nine uniform azimuths integrates it without quadrature error. The sums \eqref{eq:fit} and the subtraction for $R$ complete the algorithm.

\section{Traces, labels and signs}

Since $A^0_{ab,cd}=\delta_{ab}\delta_{cd}$, equation \eqref{eq:fit} gives $F^0=\frac1{25}\sum_{ac}(aa|cc)$. A second sum rule follows from the trace of $I$. On symmetric pairs the identity is $\Pi_0+\Pi_2+\Pi_4$, to which $R$ is orthogonal, so $\mathrm{Tr}\,R=0$ and
\begin{equation}
\sum_{ab}(ab|ab)=5F^0+\tfrac{10}{7}(F^2+F^4).
\end{equation}
With the conventional Hund parameter $J_d=(F^2+F^4)/14$, the last term is $20J_d$, hence
\begin{equation}
J_d=\frac1{20}\Big[\sum_{ab}(ab|ab)-5F^0\Big].
\end{equation}
Both rules hold for non-spherical tensors, but they do not separate $F^2$ from $F^4$.

A common rotation of the orbitals leaves every $F^k$ unchanged, because $A^k$ is invariant. A general orthogonal mixing of the five orbitals, such as reversing the sign of one of them, preserves the two traces and thus $F^0$ and $F^2+F^4$, but not $F^2$ and $F^4$ separately. Orbitals must therefore be matched to the harmonics in order and in sign before the fit, up to a common rotation or an overall change of sign.

\section{Kanamori parameters}

The Kanamori form for real orbitals retains, for $a\ne b$,
\begin{equation}
U=(aa|aa),\qquad U'=(aa|bb),\qquad J=(ab|ab)=(ab|ba),
\end{equation}
and sets all other elements to zero. The three groups of elements do not overlap, so least squares gives the mean of each group.

For $t_{2g}$ orbitals on a cubic site this form is exact. Each of $xy$, $yz$, $xz$ is even under the half-turn about one cubic axis and odd under the other two. Let $n_1,n_2,n_3$ be the numbers of times the orbitals occur in an element, with $n_1+n_2+n_3=4$. Invariance under the first half-turn requires $n_2+n_3$ to be even, so $n_1$ is even; the same holds for $n_2$ and $n_3$. The surviving elements are those of $U$, $U'$ and $J$. Threefold rotations permute the orbitals and make all elements of a group equal; possible signs cancel because labels occur in even numbers. Spherical symmetry is not needed.

If the tensor is spherical, the three parameters follow from the $F^k$. Let $f^{ab}=d_ad_b$ and let $f^{ab}_k$ be its part of angular momentum $k$. Applying the addition theorem to \eqref{eq:A},
\begin{equation}
A^k_{ab,cd}=\frac{4\pi}{2k+1}\int f^{ab}_kf^{cd}_k\,d\Omega .
\label{eq:parts}
\end{equation}
Multiplying by $2k+1$ and summing over $k$ gives the check
\begin{equation}
A^0+5A^2+9A^4=4\pi\int d_ad_bd_cd_d\,d\Omega\equiv M .
\label{eq:M}
\end{equation}
To find the $k=2$ parts, write a quartic polynomial as $h_4+r^2h_2+r^4h_0$ with harmonic $h_k$. Its Laplacian is $14h_2+20r^2h_0$. For $x^2y^2$, whose spherical mean is $h_0=1/15$,
\begin{equation}
2(x^2+y^2)=14h_2+\tfrac43r^2
\;\Rightarrow\; h_2=\tfrac17\big(x^2+y^2-\tfrac23r^2\big)=-\tfrac17\big(z^2-\tfrac13r^2\big).
\end{equation}
For $xzy^2$, $h_0=0$ and $2xz=14h_2$, so $h_2=xz/7$. Denote spherical means by $\langle\cdot\rangle$. The prefactor in \eqref{eq:parts} is $\frac{(4\pi)^2}{5}(\frac{15}{4\pi})^2=45$, and
\begin{equation}
\begin{aligned}
A^2_U&=\tfrac{45}{49}\langle(z^2-\tfrac13)^2\rangle=\tfrac{45}{49}\cdot\tfrac4{45}=\tfrac4{49},\\
A^2_{U'}&=\tfrac{45}{49}\langle(z^2-\tfrac13)(x^2-\tfrac13)\rangle=\tfrac{45}{49}\cdot\big(-\tfrac2{45}\big)=-\tfrac2{49},\\
A^2_J&=\tfrac{45}{49}\langle x^2z^2\rangle=\tfrac{45}{49}\cdot\tfrac1{15}=\tfrac3{49}.
\end{aligned}
\end{equation}
In \eqref{eq:M}, $M_U=225\langle x^4y^4\rangle=225/105=15/7$, while $M_{U'}=M_J=225\langle x^2y^4z^2\rangle=225/315=5/7$. With $A^0=1,1,0$ for $U,U',J$,
\begin{equation}
\begin{aligned}
A^4_U&=\tfrac19\big(\tfrac{15}7-1-\tfrac{20}{49}\big)=\tfrac4{49},\\
A^4_{U'}&=\tfrac19\big(\tfrac57-1+\tfrac{10}{49}\big)=-\tfrac4{441},\\
A^4_J&=\tfrac19\big(\tfrac57-\tfrac{15}{49}\big)=\tfrac{20}{441}.
\end{aligned}
\end{equation}
Therefore
\begin{equation}
\begin{aligned}
U&=F^0+\tfrac4{49}(F^2+F^4),\\
U'&=F^0-\tfrac2{49}F^2-\tfrac4{441}F^4,\\
J&=\tfrac3{49}F^2+\tfrac{20}{441}F^4 .
\end{aligned}
\label{eq:kan}
\end{equation}
The coefficients give $U-U'-2J=0$. This $J$ differs from $J_d$, and so does the mean of $(ab|ab)$ over all pairs $a\ne b$ of the shell, which is $\tfrac57J_d$ for a spherical tensor.

The full $d$ shell is not of Kanamori form. A $45^\circ$ turn about $z$ takes $xy$ into $x^2-y^2$ up to sign and leaves the axial $k=2$ part of $d_{xy}^2$ unchanged. The direct coefficient $A^2$ between these two orbitals is then $+4/49$, against $-2/49$ between $xy$ and $yz$. A single $U'$ cannot reproduce both for general $F^2$ and $F^4$.

\section{A screened interaction as input}

In the constrained random-phase approximation (RPA), transitions within the target space are left out of the screening, since the model built on that space will treat them. For a closed shell with real orbitals, a weak static potential $u$ changes an occupied orbital by $\delta\phi_i=-\sum_a\phi_au_{ai}/\Delta_{ia}$, where $a$ now runs over virtual orbitals and $\Delta_{ia}=\varepsilon_a-\varepsilon_i>0$. Changes within the occupied space do not alter the density. With two electrons per orbital,
\begin{equation}
\delta n=2\sum_i2\phi_i\delta\phi_i=-4\sum_{ia}\phi_i\phi_a\frac{u_{ia}}{\Delta_{ia}} .
\end{equation}
This defines the polarization $P$ through $\delta n=Pu$. Let $P_r$ contain the retained transitions, and insert it in $W_r=v+vP_rW_r$. For a fixed target pair $cd$, put $b_{ia}=(ia|v|cd)$, $V_{ia,jb}=(ia|v|jb)$ and $y_{ia}=4(ia|W_r|cd)/\Delta_{ia}$. Then
\begin{equation}
\tfrac14\Delta y=b-Vy\;\Rightarrow\; y=\big(\tfrac14\Delta+V\big)^{-1}b,
\end{equation}
and, with $B$ the matrix whose columns are the vectors $b$ for all target pairs,
\begin{equation}
W_r=v-B^T\big(\tfrac14\Delta+V\big)^{-1}B .
\label{eq:crpa}
\end{equation}
The equation for $W_r$ is equivalent to $W_r^{-1}=v^{-1}-P_r$. Adding the target transitions $P_d$ gives $W^{-1}=W_r^{-1}-P_d$, so $W=W_r+W_rP_dW$: screening $W_r$ by the omitted transitions restores the full RPA.

Both $-P_r$ and $-P_d$ are non-negative, and $v$ is positive. Hence $0<W\le W_r\le v$ as quadratic forms. By \eqref{eq:g} and \eqref{eq:fit}, $F^k$ is a positive combination of self-interactions of the densities $\sum_{ab}g^{kq}_{ab}\phi_a\phi_b$. Within this approximation, for nonzero densities,
\begin{equation}
0<F^k_{\rm full}\le F^k_{\rm constrained}\le F^k_{\rm bare}.
\label{eq:order}
\end{equation}

\section{Worked example: an ion in a cubic field}

Take Fe$^{2+}$ at the centre of six point charges of $-0.50\,e$, placed on the axes at $2.00$~\AA. These are round model parameters. The orbitals and energies come from restricted Hartree--Fock in the def2-SVP basis, with the configuration $t_{2g}^6$ prescribed. This closed shell is a reference for the response and is not claimed to be the ground state. The target space is the filled $t_{2g}$ triplet and the virtual $e_g$ pair with the most $3d$ character; 6 of 228 transitions are excluded. The $\Delta_{ia}$ are Hartree--Fock orbital-energy differences, not excitation energies. Here they are at least $18.7$~eV, and $22.0$~eV from $t_{2g}$ to $e_g$; by \eqref{eq:crpa}, large $\Delta$ weakens the screening. The response also has no exchange, and there are no ligand electrons to screen, so the values do not represent a solid.

The fits, in eV except for $\eta$, are
\begin{center}
\begin{tabular}{lrrrrr}
 & $F^0$ & $F^2$ & $F^4$ & $\|R\|$ & $\eta$\\
bare & 22.29 & 10.05 & 6.53 & 6.51 & 0.67\\
constrained & 18.19 & 8.97 & 6.22 & 3.57 & 0.48\\
full RPA & 18.19 & 8.35 & 6.02 & 3.59 & 0.51
\end{tabular}
\end{center}
They obey \eqref{eq:order}. The values are not converged with respect to the basis and serve only to illustrate the fit. In def2-TZVP and def2-QZVP the constrained $F^0$ falls to $17.0$ and $16.6$~eV, $F^2$ to $8.5$ and $7.7$~eV and $F^4$ to $6.0$ and $5.9$~eV, while $\eta$ rises to $0.67$ and $0.80$ (bare: $0.82$ and $0.88$), as the virtual $e_g$ orbital departs further from the $t_{2g}$ radial function. The $t_{2g}$ parameters given below move less: $U$ by about $-0.7$~eV and $J$ by up to $-0.04$~eV, whereas $(aa|aa)$ in $e_g$ drops from $18.1$ to $15.1$~eV. All numbers that follow refer to def2-SVP. The equality of the last two $F^0$ follows from symmetry: $F^0$ involves the cubic-invariant density $\sum_a\phi_a^2$, whereas a product of a $t_{2g}$ and an $e_g$ orbital contains no invariant part. The excluded transitions cannot screen $F^0$.

For the constrained tensor, the terms of \eqref{eq:pyth} are $8270.76$, $32.83$ and $8.77$~eV$^2$ for $k=0,2,4$, and $\|R\|^2=12.78$~eV$^2$. Thus
\begin{equation}
\eta=\sqrt{\frac{12.78}{32.83+8.77+12.78}}=0.48,\qquad \frac{\|R\|}{\|I\|}=0.039 .
\end{equation}
The misfit is 4\% of the whole tensor but 48\% of its anisotropic part, both as ratios of norms.

The bare residual has an identifiable origin. The basis has no functions with $\ell=4$, so the cubic field mixes nothing into the $d$ orbitals, and each is a radial function times $d_a$. With an isotropic $v$ and one common radial function, $R$ would vanish. It is nonzero because the filled $t_{2g}$ and empty $e_g$ orbitals have different radial functions. This difference comes from the prescribed filling in Hartree--Fock, where occupied and virtual orbitals feel different effective potentials, and not from the point charges: with the charges removed and the same filling, $\eta$ is $0.70$ for the bare and $0.52$ for the constrained tensor. The constrained tensor shows the same contrast: $(aa|aa)$ is $20.32$~eV in $t_{2g}$ and $18.12$~eV in $e_g$, while the spherical fit assigns $19.43$~eV to all five. The errors of the fit, $-0.90$ and $+1.30$~eV, are comparable with $J_d=1.08$~eV.

Within $t_{2g}$, direct projection and \eqref{eq:kan} applied to the spherical fit give, in eV,
\begin{center}
\begin{tabular}{lrrr}
 & $U$ & $U'$ & $J$\\
direct & 20.32 & 18.57 & 0.91\\
from $F^k$ & 19.43 & 17.77 & 0.83
\end{tabular}
\end{center}
For instance, $J=3(8.97)/49+20(6.22)/441=0.55+0.28=0.83$~eV, which is 9\% below the direct value. The direct parameters reproduce the $t_{2g}$ block to rounding error, as cubic symmetry requires. They have $U-U'-2J=-0.07$~eV. This small number does not show that the shell is spherical: the three $t_{2g}$ orbitals share a radial function, so the combination is blind to their difference from $e_g$ and registers the anisotropy of the screening. A model of $t_{2g}$ alone should also use direct projection, but of the full RPA tensor: the $e_g$ pair is then outside the target space, so transitions into it belong to the screening, and the filled $t_{2g}$ triplet has no internal transitions to exclude. A Kanamori form imposed on all five orbitals fails even for the fitted spherical tensor, with a largest element error of $0.56$~eV.

Two other choices change the answer. Fitting the two-index arrays $(aa|bb)$ and $(ab|ab)$ alone gives $F^2=8.64$ and $F^4=6.63$~eV, shifts of $-4\%$ and $+7\%$ relative to the full projection. For a spherical tensor the two fits would agree; here they weight the residual differently. Reversing the sign of the $xy$ orbital gives $F^2=5.49$ and $F^4=9.70$~eV, with their sum still $15.19$~eV. Then $\eta$ rises from $0.48$ to $0.62$, and $F^4/F^2$ from $0.69$ to $1.77$. Because the correct tensor already has a large $\eta$, the ratio is the clearer warning in this case.

The numerical check compares the fit with explicit rotational averages, and with radial integrals for a Gaussian $d$ shell, where the residual vanishes to numerical precision.

\section*{Values computed for the example and the checks}
\begin{verbatim}
distance of the six point charges: 2.00 angstrom
each point charge: -0.50 e
basis functions: 31, electrons: 24
t2g orbital energy: -13.187 eV
virtual eg energy: 8.860 eV
smallest transition energy: 18.728 eV
squared overlap with trial 3d: t2g 0.941, eg 0.858
transitions: 228 in all, 6 excluded
lambda_0, lambda_2, lambda_4: 5.000000, 0.285714, 0.158730
Gaussian d shell, exponent 1 bohr^-2, fitted F0, F2, F4: 0.709939, 0.427844, 0.296200 hartree
same from radial quadrature: 0.709939, 0.427844, 0.296200 hartree
bare: F0 22.2861, F2 10.0512, F4 6.5266 eV
bare: J=(F2+F4)/14 1.1841 eV, F4/F2 0.6493
bare: |R| 6.5055 eV, max|R| 2.2728 eV, eta 0.6738
cRPA: F0 18.1887, F2 8.9681, F4 6.2207 eV
cRPA: J=(F2+F4)/14 1.0849 eV, F4/F2 0.6937
cRPA: |R| 3.5744 eV, max|R| 1.3038 eV, eta 0.4847
full RPA: F0 18.1887, F2 8.3544, F4 6.0160 eV
full RPA: J=(F2+F4)/14 1.0265 eV, F4/F2 0.7201
full RPA: |R| 3.5912 eV, max|R| 1.2370 eV, eta 0.5100
cRPA |I|: 91.2422 eV
cRPA squared norm in k=0,2,4: 8270.7603, 32.8271, 8.7749 eV^2
cRPA squared norm of R: 12.7762 eV^2
cRPA |R|/|I|: 0.0392
largest cRPA residual element (z2 z2|z2 z2): -1.3038 eV
cRPA (aa|aa), order xy yz z2 xz x2-y2: 20.3249, 20.3249, 18.1248, 20.3249, 18.1248 eV
residual of (aa|aa), same order: 0.8963, 0.8963, -1.3038, 0.8963, -1.3038 eV
largest |rotational average - fit|: 5.0e-14 eV
trace rules: F0 18.1887, J 1.0849 eV
two-index fit F0, F2, F4: 18.1904, 8.6407, 6.6277 eV
xy sign reversed, F0, F2, F4: 18.1887, 5.4916, 9.6972 eV
xy sign reversed, eta: 0.6177
t2g Kanamori direct: U 20.3249, U' 18.5716, J 0.9119 eV
t2g direct U-U'-2J: -0.0706 eV
t2g direct largest residual: 2.5e-14 eV
t2g Kanamori from Slater fit: U 19.4286, U' 17.7663, J 0.8312 eV
five-orbital Kanamori fit to spherical tensor: U 19.4286, U' 17.8788, J 0.7749 eV
its largest residual: 0.5625 eV
\end{verbatim}
